# Why piezoelectric scattering has a divergent total rate but finite momentum relaxation

**Q.** I calculated how often thermal acoustic phonons scatter an electron in a piezoelectric semiconductor. The total rate keeps growing as I refine my angular grid, while the momentum-relaxation rate settles at once. Have I made a numerical mistake?

**A.** Not necessarily. First we need the dependence of the matrix element on the phonon wavenumber \(q\). Which screening and which phonon occupation did you use?

**Q.** No screening, and equipartition, \(N\approx k_BT/\hbar\omega\). The band is parabolic and isotropic.

**A.** Then take one plane wave of displacement \(u\) along the coordinate \(x\), with strain \(S=\partial u/\partial x\). Let \(\varepsilon\) be the full static permittivity and \(e_{pz}\) the piezoelectric constant for this direction and polarization. The displacement field along the wave is

\[
D=\varepsilon E+e_{pz}S .
\]

Without free charge, \(\partial D/\partial x=0\), so the oscillating part of \(D\) vanishes. With \(E=-\partial\phi/\partial x\),

\[
\varepsilon\frac{\partial\phi}{\partial x}=e_{pz}\frac{\partial u}{\partial x}
\quad\Rightarrow\quad
\phi=\frac{e_{pz}}{\varepsilon}\,u .
\]

The potential follows the displacement itself. A deformation potential follows the strain, and so carries an extra factor \(q\) that weakens long waves. Here that factor is absent.

**Q.** Where does the temperature enter?

**A.** Through the size of \(u\). In a crystal of volume \(V\) and mass density \(\rho\), the squared displacement matrix element is \(\hbar/(2\rho\omega V)\), times \(N\) for absorption or \(N+1\) for emission. For \(\hbar\omega\ll k_BT\) both factors are close to \(k_BT/\hbar\omega\). Adding the two processes gives

\[
V|M|^2=\left(\frac{e\,e_{pz}}{\varepsilon}\right)^2\frac{\hbar}{2\rho\omega}\,\frac{2k_BT}{\hbar\omega}
=\frac{e^2e_{pz}^2k_BT}{\varepsilon^2\rho\omega^2}.
\]

Now use \(\omega=vq\), the elastic stiffness \(c=\rho v^2\), and \(K^2=e_{pz}^2/(\varepsilon c)\):

\[
V|M|^2=\frac{e^2K^2k_BT}{\varepsilon q^2}.
\]

One factor \(1/q\) comes from the quantum normalization of the displacement, the other from the thermal occupation. I assume \(K^2\ll1\), so that piezoelectric stiffening of the sound waves can be dropped.

**Q.** My crystal is zincblende, with a single constant \(e_{14}\). What is \(K^2\) then?

**A.** Let \(\mathbf n\) be the direction of \(\mathbf q\) and \(\mathbf a\) the polarization. The engineering shear strain \(yz\) is proportional to \(a_yn_z+a_zn_y\), and it produces \(P_x\); the other components follow cyclically. Projecting \(\mathbf P\) on \(\mathbf n\), each product appears twice:

\[
e_{pz}=2e_{14}(a_xn_yn_z+a_yn_zn_x+a_zn_xn_y).
\]

The averages over directions follow from \(\langle n_x^2\rangle=\tfrac13\), \(\langle n_x^4\rangle=\tfrac15\), \(\langle n_x^6\rangle=\tfrac17\) and \(n_x^2+n_y^2+n_z^2=1\):

- Multiplying the last identity by \(n_x^2\) gives \(\tfrac13=\tfrac15+2\langle n_x^2n_y^2\rangle\), so \(\langle n_x^2n_y^2\rangle=\tfrac1{15}\).
- Multiplying it by \(n_x^4\) gives \(\tfrac15=\tfrac17+2\langle n_x^4n_y^2\rangle\), so \(\langle n_x^4n_y^2\rangle=\tfrac1{35}\).
- Multiplying it by \(n_x^2n_y^2\) gives \(\langle n_x^2n_y^2n_z^2\rangle=\tfrac1{15}-\tfrac2{35}=\tfrac1{105}\).

A longitudinal wave has \(\mathbf a=\mathbf n\), hence \(e_{pz}=6e_{14}n_xn_yn_z\) and \(\langle e_{pz}^2\rangle=\tfrac{36}{105}e_{14}^2=\tfrac{12}{35}e_{14}^2\). Summed over three perpendicular polarizations, the average is \(4e_{14}^2\cdot\tfrac3{15}=\tfrac{28}{35}e_{14}^2\). The two transverse waves therefore share \(\tfrac{16}{35}e_{14}^2\). With isotropic stiffnesses \(c_L\) and \(c_T\),

\[
K^2=\frac{e_{14}^2}{\varepsilon}\left(\frac{12}{35c_L}+\frac{16}{35c_T}\right).
\]

Using this average gives rates averaged over the carrier's direction: at a fixed scattering angle, turning the whole scattering event through all orientations spreads \(\mathbf n\) evenly over the sphere.

**Q.** Now the two rates. Where do they part?

**A.** Treat the collision as elastic, so a carrier of wavenumber \(k\) and mass \(m\) turns through an angle \(\theta\) at fixed energy. In Born approximation, with a weight \(w(\theta)\) for what is being counted,

\[
R=\frac{2\pi}{\hbar}\int\frac{d^3k'}{(2\pi)^3}\,V|M|^2\,\delta(E'-E)\,w(\theta).
\]

The azimuth gives \(2\pi\). Since \(dE'=\hbar^2k'dk'/m\), the radial integral \(\int k'^2dk'\,\delta(E'-E)\) gives \(mk/\hbar^2\). Thus

\[
R=\frac{mk}{2\pi\hbar^3}\int_0^\pi V|M|^2\,w(\theta)\sin\theta\,d\theta .
\]

The momentum transfer obeys \(q^2=2k^2(1-\cos\theta)\), and therefore

\[
R=\frac{e^2K^2k_BTm}{4\pi\varepsilon\hbar^3k}\int_0^\pi\frac{w(\theta)\sin\theta}{1-\cos\theta}\,d\theta .
\]

To count collisions, set \(w=1\). To count lost forward momentum, set \(w=1-\cos\theta\), the fraction lost in one collision. At small angles \(\sin\theta\approx\theta\) and \(1-\cos\theta\approx\theta^2/2\), so the integrands become

\[
\text{total: }\ \frac{2\,d\theta}{\theta},
\qquad
\text{momentum: }\ \theta\,d\theta .
\]

The first gives the same contribution from every decade of small angle, and there are infinitely many decades. In the second, the loss weight has cancelled the singularity of \(|M|^2\), and what remains is the shrinking solid angle. Your grid was reporting a property of the model.

**Q.** Can you give both in closed form, with a cutoff angle \(\theta_c\) for the first?

**A.** For momentum, \(\int_0^\pi\sin\theta\,d\theta=2\), so

\[
\frac1{\tau_m}=\frac{e^2K^2k_BTm}{2\pi\varepsilon\hbar^3k}.
\]

For the total rate, the numerator is the derivative of the denominator:

\[
\int_{\theta_c}^{\pi}\frac{\sin\theta\,d\theta}{1-\cos\theta}
=\ln\frac{2}{1-\cos\theta_c}
=2\ln\frac1{\sin(\theta_c/2)} .
\]

The prefactor of \(R\) is \(1/(2\tau_m)\), and hence

\[
\frac1{\tau_{\rm tot}(\theta_c)}=\frac1{\tau_m}\ln\frac1{\sin(\theta_c/2)} .
\]

**Q.** Is this special to piezoelectric coupling?

**A.** It belongs to the power of \(q\). For \(|M|^2\propto q^{-s}\), the small-angle integrands are \(\theta^{1-s}\) for the total and \(\theta^{3-s}\) for momentum. The first converges for \(s<2\), the second for \(s<4\). An equipartition deformation potential has \(s=0\), and both rates are finite. Piezoelectric scattering has \(s=2\), the borderline of the first condition. Unscreened charged impurities have \(s=4\), the borderline of the second, so there even the momentum rate diverges logarithmically.

**Q.** Could equipartition be the culprit? It predicts infinitely many phonons as \(q\to0\).

**A.** The Bose occupation does the same. For the sum of absorption and emission,

\[
2N+1=\coth\frac{\hbar\omega}{2k_BT}
=\frac{2k_BT}{\hbar\omega}\left[1+\frac1{12}\left(\frac{\hbar\omega}{k_BT}\right)^2+\dots\right],
\]

so equipartition improves as \(q\to0\), where the divergence sits. The thermal population matters all the same. At zero lattice temperature only spontaneous emission remains, one factor \(1/q\) disappears, and \(s=1\) gives a finite total rate.

**Q.** But a real phonon carries energy. Doesn't energy conservation forbid the softest ones?

**A.** Not for a carrier faster than sound. Let \(v_c=\hbar k/m\) and let \(\alpha\) be the angle between \(\mathbf k\) and \(\mathbf q\). Emission requires

\[
\frac{\hbar^2k^2}{2m}=\frac{\hbar^2}{2m}(k^2-2kq\cos\alpha+q^2)+\hbar vq
\ \Rightarrow\
\cos\alpha=\frac{q}{2k}+\frac{v}{v_c}.
\]

As \(q\to0\), this tends to \(v/v_c<1\), an allowed angle. Absorption gives \(\cos\alpha=-q/2k+v/v_c\), also allowed. The derivative of the energy balance with respect to \(\cos\alpha\) is \(\hbar^2kq/m\) in magnitude, so the delta function leaves

\[
R=\frac1{2\pi\hbar}\int q^2dq\;V|M|^2\,\frac{m}{\hbar^2kq}.
\]

With \(V|M|^2\propto1/q^2\) this is again \(\int dq/q\).

At zero temperature, one branch with coupling \(K_b^2\) has \(V|M|^2=e^2K_b^2\hbar v/(2\varepsilon q)\), because \(e_{pz}^2/\varepsilon=K_b^2\rho v^2\). The integrand is then constant up to \(q_{\max}=2k(1-v/v_c)\), which follows from \(\cos\alpha=1\), and

\[
R_b(T=0)=\frac{e^2K_b^2mv}{2\pi\varepsilon\hbar^2}\left(1-\frac v{v_c}\right).
\]

**Q.** And crystal anisotropy? Perhaps the coupling vanishes for the directions that matter.

**A.** At small angles \(\mathbf q\) is nearly perpendicular to \(\mathbf k\), so the logarithm is multiplied by the average of \(K^2\) around the ring perpendicular to \(\mathbf k\). The coupling to all three modes vanishes together only if \(n_yn_z\), \(n_zn_x\) and \(n_xn_y\) are all zero, which means that \(\mathbf q\) lies along a cube axis. A full ring contains other directions, so its average is positive in an elastically stable crystal. Anisotropy changes the coefficient but leaves the divergence.

**Q.** I work with n-type InSb. What do the formulas give at 20 K?

**A.** Take rough typical values: \(m=0.014\) free-electron masses, relative permittivity 16.8, \(e_{14}=0.07\ \mathrm{C/m^2}\), and \(c_{11},c_{12},c_{44}=67,37,30\) GPa. The longitudinal stiffness along \(\mathbf n\) is \(c_{11}+2(c_{12}+2c_{44}-c_{11})(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2)\), and the last bracket averages to \(\tfrac15\). The three stiffnesses sum to \(c_{11}+2c_{44}\), which fixes the transverse mean:

\[
c_L=67+\tfrac25(30)=79\ \mathrm{GPa},\qquad
c_T=30-\tfrac15(30)=24\ \mathrm{GPa}.
\]

This gives \(K^2=7.7\times10^{-4}\). For a carrier at \(1.5k_BT=2.59\) meV, \(k=0.0308\ \mathrm{nm^{-1}}\) and \(v_c=2.55\times10^5\) m/s. Regrouping the momentum rate,

\[
\frac1{\tau_m}=2K^2\,\frac{e^2}{4\pi\varepsilon\hbar v_c}\,\frac{k_BT}{\hbar}
=2(7.70\times10^{-4})(0.511)(2.62\times10^{12}\ \mathrm{s^{-1}})
=2.06\ \mathrm{ns^{-1}},
\]

or \(\tau_m=0.485\) ns. The total rate depends on the cutoff:

| \(\theta_c\) | total rate (ns⁻¹) | ratio to \(1/\tau_m\) |
|---|---|---|
| 10° | 5.03 | 2.44 |
| 1° | 9.77 | 4.74 |
| 0.1° | 14.5 | 7.04 |
| 0.01° | 19.3 | 9.35 |

Each further decade adds \(\ln10/\tau_m=4.75\ \mathrm{ns^{-1}}\). Of the collisions counted above 0.01°, a fraction \((9.35-2.44)/9.35\), about 74%, turn the carrier by less than 10°. Yet all angles below 10° supply \(\sin^2 5^\circ=0.76\%\) of the momentum rate.

The logarithm is also slow. If 1 mm is the longest phonon wavelength, the smallest \(q\) is \(2\pi/(1\ \mathrm{mm})\), and the ratio is \(\ln(2k/q)=9.2\).

**Q.** Do the refinements you discussed matter for these numbers?

**A.** Little for the phonon energy. With the Bose occupation and inelastic kinematics, numerical integration gives 0.9998 times the elastic momentum rate, and the total still grows by \(\ln10/\tau_m\) per decade of \(q\). With the carrier energy held fixed and the lattice at zero temperature, the total rate is a finite \(0.056\ \mathrm{ns^{-1}}\).

Elastic anisotropy matters more. The cubic constants give a \(K^2\) that is 0.86 of the isotropic estimate, which lowers the direction-averaged rates by 14%. The ring average depends on the carrier direction: it runs from 0.83 times the cubic sphere average for a carrier along \([001]\) to 1.36 times for one along \([111]\).

**Q.** So what makes the total rate finite in my sample?

**A.** Mobile electrons screen long waves. For a nondegenerate gas of density \(n\), a slowly varying potential changes the density by \(ne\phi/k_BT\), giving the charge density \(-ne^2\phi/k_BT=-\varepsilon\kappa^2\phi\), with \(\kappa^2=ne^2/(\varepsilon k_BT)\). If \(\phi_0\) is the unscreened potential, Poisson's equation becomes

\[
\varepsilon q^2\phi=\varepsilon q^2\phi_0-\varepsilon\kappa^2\phi
\quad\Rightarrow\quad
\phi=\frac{q^2}{q^2+\kappa^2}\,\phi_0 .
\]

Square this factor, and use \(\sin\theta\,d\theta=q\,dq/k^2\). With \(y=q^2/\kappa^2\) and \(x=4k^2/\kappa^2\),

\[
\frac1{\tau_{\rm tot}}=\frac1{\tau_m}\int_0^{2k}\frac{q^3dq}{(q^2+\kappa^2)^2}
=\frac1{2\tau_m}\int_0^x\frac{y\,dy}{(1+y)^2}.
\]

Writing \(y/(1+y)^2=1/(1+y)-1/(1+y)^2\),

\[
\frac1{\tau_{\rm tot}}=\frac1{2\tau_m}\left[\ln(1+x)-\frac{x}{1+x}\right].
\]

Here \(\tau_m\) remains the unscreened time. For momentum, insert \(1-\cos\theta=q^2/2k^2=2y/x\), and use \(y^2/(1+y)^2=1-2/(1+y)+1/(1+y)^2\):

\[
\frac1{\tau_m^{\rm scr}}=\frac1{\tau_m}\,\frac1x\int_0^x\frac{y^2dy}{(1+y)^2}
=\frac1{\tau_m}\left[1-\frac{2\ln(1+x)}x+\frac1{1+x}\right].
\]

At \(n=5\times10^{13}\ \mathrm{cm^{-3}}\), the screening length \(1/\kappa\) is 179 nm and \(x=122\). The total is then \(1.91/\tau_m=3.93\ \mathrm{ns^{-1}}\), and the momentum rate is \(0.93/\tau_m=1.92\ \mathrm{ns^{-1}}\). Screening removes an infinity from one and 7% from the other. The electrons respond less to potentials that vary over short distances; including this in the static response changes the 7% to 6%.

For weak screening, \(x\gg1\), the total tends to \((1/\tau_m)[\ln(2k/\kappa)-\tfrac12]\): the logarithm returns with \(\kappa\) as its cutoff. For strong screening, \(x\ll1\), expansion of the brackets gives \(x^2/4\) for the total and \(x^2/3\) for momentum, both in units of \(1/\tau_m\). The momentum rate is then the larger, because \(|M|^2\propto q^2\) favours large angles.

Static screening needs carriers much faster than sound, and this collisionless picture needs a mean free path longer than the screening length. Here \(v_L/v_c=0.014\), with \(v_L\) the longitudinal sound speed, and the mean free path is about 16 screening lengths.

**Q.** What mobility should I compare with my Hall data?

**A.** Not the piezoelectric one alone. In the relaxation-time approximation the current is weighted by \(v_x^2\tau_m(-\partial f_0/\partial E)\) and the density of states, hence by \(E^{3/2}e^{-E/k_BT}\). Since \(\tau_m\propto k\propto E^{1/2}\),

\[
\langle\tau_m\rangle=\tau_m(k_BT)\,\frac{\Gamma(3)}{\Gamma(5/2)}
=\frac{0.485\ \mathrm{ns}}{\sqrt{1.5}}\times1.504=0.60\ \mathrm{ns},
\]

and \(e\langle\tau_m\rangle/m=7.5\times10^7\ \mathrm{cm^2/Vs}\) without screening. That is far above the roughly \(10^6\ \mathrm{cm^2/Vs}\) reached by very pure InSb near liquid-nitrogen temperature.

The assumption that real samples break is that phonons act alone. With as many ionized donors as electrons, screened impurity scattering gives a momentum rate of \(84\ \mathrm{ns^{-1}}\), some 44 times the screened piezoelectric rate. A deformation potential of 10 eV, itself uncertain, adds about \(1\ \mathrm{ns^{-1}}\), and polar-optical absorption is negligible for momentum relaxation at 20 K. Together these channels give \(e\tau_m/m\approx1.4\times10^6\ \mathrm{cm^2/Vs}\) at this one carrier energy, with \(\tau_m\) now the momentum-relaxation time from all channels together. That is not yet the drift mobility. Charged impurities deflect fast carriers much less than slow ones, so averaging \(\tau_m\) with the weight above raises the value to about \(2.7\times10^6\ \mathrm{cm^2/Vs}\).

That average still ignores collisions between electrons. They conserve the total momentum, but they pass it from fast carriers to slow ones, which lose it sooner to the impurities. With as many electrons as ions this matters: an estimate with the same Coulomb logarithm for both kinds of collision lowers the drift mobility to about \(2.0\times10^6\ \mathrm{cm^2/Vs}\).

In a weak magnetic field the Hall mobility is larger than the drift mobility. Without electron–electron collisions the factor is \(\langle\tau_m^2\rangle/\langle\tau_m\rangle^2\), here about 1.5. With them it is between 1.1 and 1.2, depending on the Coulomb logarithm, which gives a Hall mobility of roughly \(2.3\times10^6\ \mathrm{cm^2/Vs}\). Weak means well below 5 mT, where the drift mobility times the magnetic field reaches one. At 20 mT the classical factor is down to about 1.05, so the Hall coefficient combined with the zero-field resistivity gives nearly the drift mobility. The resistivity measured at 20 mT is itself noticeably higher and should not be used for this. At fixed electron density, compensating acceptors would add charged centres and lower these mobilities.

Also left out are a nonparabolic mass shift of about 2% and incomplete donor ionization. Isolated hydrogenic donors would be about 85% ionized, but this is only a rough estimate: the donor Bohr radius is 63 nm, so at this density neighbouring donor orbits are close to overlapping. The density is 0.07 of the effective density of states, so degeneracy is weak. The low-field assumption also sets a limit. With a drift mobility of \(2.0\times10^6\ \mathrm{cm^2/Vs}\), the drift speed reaches the transverse sound speed at about 0.10 V/cm. With the mobility at the single carrier energy this field would be 0.14 V/cm. Heating depends on the few electrons above the optical-phonon energy of 24 meV. If only acoustic phonons took up energy, the electrons would be 10% hotter than the lattice at about 0.02 V/cm. If collisions between electrons keep the fast tail thermal, optical phonons remove far more energy, and the same heating needs about 0.15 V/cm. A field well below 0.02 V/cm is safe in either case.

**Q.** Then what does the infinite unscreened total rate mean physically?

**A.** It means that the golden-rule lifetime of a state \(\mathbf k\) in this model shrinks to zero as the cutoff angle is removed. It does not mean infinite resistance. In this model the potential of a thermal mode grows as \(1/q\), while its electric field does not depend on \(q\). Long waves therefore scatter often, but each collision transfers only the small momentum \(\hbar q\). The total rate counts each such encounter as a full event, while mobility counts the forward momentum it removes. If your experiment measures resistance, use the momentum rate. If it is sensitive to the loss of a particular \(\mathbf k\) state, you must state the screening, or whatever else limits the smallest angle, before a number can be given.

## Calculated quantities

```
INPUTS (rough typical values, n-type InSb)
temperature 20 K; mass ratio 0.014; eps_r 16.8
e14 0.07 C/m^2; mass density 5800 kg/m^3
c11, c12, c44: 67, 37, 30 GPa
electron = donor density 5.0e+13 cm^-3
gap 0.23 eV; LO phonon 0.024 eV; eps_inf 15.7
deformation potential 10 eV
CARRIER AND COUPLING
kB*T 1.723 meV; carrier energy 2.585 meV
wavenumber k 0.03082 1/nm; speed 2.549e+05 m/s
average c_L 79.0 GPa, c_T 24.0 GPa
sound speeds v_L 3691 m/s, v_T 2034 m/s
K^2 (isotropic elastic average) 7.704e-04
UNSCREENED RATES
momentum rate 2.061 1/ns; time 0.485 ns
total rate above 10 deg: 5.03 1/ns, ratio 2.440
total rate above 1 deg: 9.77 1/ns, ratio 4.741
total rate above 0.1 deg: 14.52 1/ns, ratio 7.044
total rate above 0.01 deg: 19.27 1/ns, ratio 9.347
added per decade of cutoff angle 4.747 1/ns
ratio for longest phonon wavelength 1 mm: 9.19
share of momentum rate below 10 deg: 0.760 %
piezoelectric-only mobility 7.49e+07 cm2/Vs
NEXT SMALLER ANGULAR DECADE / PREVIOUS, |M|^2 ~ q^-s
s=0, total rate: 0.0100
s=1, total rate: 0.1000
s=2, total rate: 1.0000
s=2, momentum rate: 0.0100
s=4, momentum rate: 1.0000
EXACT OCCUPATION AND PHONON ENERGY
inelastic/elastic momentum rate 0.99977
total-rate growth per decade / (R_m ln 10): 1.00000
zero-temperature total rate 0.0563 1/ns (finite)
largest phonon energy / kB*T: 0.087
STATIC SCREENING
screening length 178.9 nm; x = 4k^2/kappa^2 = 121.6
total 3.934 1/ns, / R_m = 1.909
momentum 1.915 1/ns, / R_m = 0.929
LEFT OUT OF THE MODEL
ionized-impurity momentum rate 84.0 1/ns
deformation-potential momentum rate 0.957 1/ns
LO-phonon absorption rate 7.54e-04 1/ns
K^2 with cubic elasticity 6.606e-04, / isotropic 0.858
ring/sphere average of K^2: 0.837 to 1.345
nonparabolic mass shift about 2.2 %
degeneracy n/N_c 0.070; donors ionised 85 %
v_L/carrier speed 0.0145; kappa*mean free path 16.4
mobility with all channels, at this energy 1.45e+06 cm2/Vs
field where drift reaches v_T: 0.141 V/cm
```
